\section*{Allowed T2 and forbidden T1 states from ligand-to-metal excitation in TiCl4}

\section{Two levels, one absorption}

In a tetrahedral model molecule MX$_4$, promotion of one electron from a ligand $t_1$ shell to a metal-centred $e$ shell gives two singlet levels, at 5.85 and 6.27~eV. Both are triply degenerate and both come from the same pair of shells. The upper level has a total oscillator strength of 0.478 (length form of the dipole operator); the lower one has 0.000000 to the printed precision. This zero follows from the tetrahedral group, and the same rule holds for titanium tetrachloride.

The statement to be shown is this. Let TiCl$_4$ have fixed nuclei in $T_d$ geometry, a closed-shell ${}^1A_1$ ground state and no spin--orbit coupling. The configuration $t_1^5e^1$ then contains
\begin{equation}
{}^1T_1+{}^1T_2+{}^3T_1+{}^3T_2 ,
\end{equation}
and of these only ${}^1T_2$ can be reached from the ground state by electric-dipole absorption. The count is complete: six $t_1$ spin orbitals can lose the electron and four $e$ spin orbitals can receive it, which gives $24=3+3+9+9$ states. ``One allowed $T_2$ and one forbidden $T_1$'' thus refers to the singlets, each being one level of three states.

Atomic units are used, with main energies also in eV. Capital letters label states and representations, lower-case letters orbitals.

\section{The group and its characters}

Put the metal at the origin and the ligands at $R\,\mathbf n_L$, where
\begin{equation}
\sqrt3\,\mathbf n_L=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).
\end{equation}
Every ligand has $n_xn_yn_z=1/(3\sqrt3)$. The 24 operations $g$ are the coordinate permutations combined with sign changes whose product is $+1$, since these preserve the sign of $xyz$.

The coordinates $(x,y,z)$ define $T_2$, with character $\operatorname{tr}g$. Rotations are axial vectors and acquire an extra factor $\det g$; they define $T_1$. The functions
\begin{equation}
\theta=\frac{2z^2-x^2-y^2}{\sqrt3},\qquad \varepsilon=x^2-y^2
\label{eq:e}
\end{equation}
define $E$. Squares of coordinates are only permuted, so the $E$ character is the number of axes kept in place up to sign, minus one for the invariant $x^2+y^2+z^2$. This gives
\begin{equation}
\begin{array}{c|rrrrr}
 & 1 & 8C_3 & 3C_2 & 6S_4 & 6\sigma_d\\ \hline
A_1&1&1&1&1&1\\
A_2&1&1&1&-1&-1\\
E&2&-1&2&0&0\\
T_1&3&0&-1&1&-1\\
T_2&3&0&-1&-1&1
\end{array}
\end{equation}
A representation with character $\chi$ contains the irreducible representation $\Gamma$
\begin{equation}
n_\Gamma=\frac1{24}\sum_g\chi(g)\chi_\Gamma(g)
\label{eq:reduce}
\end{equation}
times; all characters here are real.

\section{Why $t_1$ is a ligand shell}

A ligand contributes to the character of the twelve ligand $p$ orbitals only if $g$ leaves it in place, and then it contributes $\operatorname{tr}g$. The numbers of fixed ligands are $(4,1,0,0,2)$ in the column order above, so $\chi=(12,0,0,0,2)$. Equation~\eqref{eq:reduce} becomes
\begin{equation}
n_\Gamma=\frac{12\chi_\Gamma(1)+6\cdot2\,\chi_\Gamma(\sigma_d)}{24}
=\frac{\chi_\Gamma(1)+\chi_\Gamma(\sigma_d)}2 ,
\end{equation}
which gives $A_1+E+T_1+2T_2$.

On the metal, $s$ is $A_1$ and $p$ is $T_2$. The $d$ set splits into $E$, equation~\eqref{eq:e}, and $(yz,zx,xy)$. Because $xyz$ is invariant, $yz$ transforms like $x$, so this triple is $T_2$. The metal $s$, $p$ and $d$ functions therefore give $A_1+E+2T_2$, without $T_1$. Ligand $s$ functions have $\chi=(4,1,0,0,2)$ and $n_{T_1}=(12-12)/24=0$. In an $s,p,d$ metal and $s,p$ ligand basis, $t_1$ is thus pure ligand $p$, whereas the metal $e$ orbitals can mix with ligand $e$ orbitals. Higher angular functions can add small metal parts to $t_1$ without changing its label.

The ligand orbitals can be written by attaching a $p$ vector to each ligand:
\begin{align}
\mathbf v_L^{a}&=\sqrt{\tfrac38}\;\mathbf e_a\times\mathbf n_L \quad(t_{1a},\ a=x,y,z),\\
\mathbf u_L^{\theta}&=\tfrac1{\sqrt8}(-n_x,-n_y,2n_z),\quad
\mathbf u_L^{\varepsilon}=\sqrt{\tfrac38}\,(n_x,-n_y,0).
\end{align}
The first set is axial because $g(\mathbf e_a\times\mathbf n)=\det g\,(g\mathbf e_a)\times(g\mathbf n)$. Its normalization without interligand overlap follows from $\sum_L|\mathbf e_a\times\mathbf n_L|^2=4(1-\tfrac13)=\tfrac83$. For both $\mathbf u$ vectors the squared length is $\tfrac14$ per ligand, hence 1 in total.

\section{The states of the configuration}

Let $|0\rangle$ be the closed-shell ground state. For $i$ in $t_1$ and $a$ in $e$ the singlet excitation is
\begin{equation}
|{}^1(i\to a)\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{a\uparrow}c_{i\uparrow}+c^\dagger_{a\downarrow}c_{i\downarrow}\right)|0\rangle .
\label{eq:singlet}
\end{equation}
Since $|0\rangle$ is invariant, the state transforms as the operators do. The creator transforms like orbital $a$, the annihilator like the complex conjugate of orbital $i$. The orbitals are real, so the hole carries the same representation as the missing orbital. The spatial states span $T_1\otimes E$, with characters
\begin{equation}
(3,0,-1,1,-1)\cdot(2,-1,2,0,0)=(6,0,-2,0,0).
\end{equation}
This is the sum of the $T_1$ and $T_2$ rows, so
\begin{equation}
T_1\otimes E=T_1+T_2 .
\end{equation}

An implementation also needs the states themselves. Write $t_{1z}\varepsilon$ for the excitation $t_{1z}\to e_\varepsilon$ and take
\begin{equation}
T_{2z}=t_{1z}\,\varepsilon,\qquad T_{1z}=t_{1z}\,\theta .
\label{eq:zstates}
\end{equation}
The cyclic rotation $x\to y\to z\to x$ turns $z$ into $x$ and $\varepsilon$ into $\varepsilon_x=y^2-z^2$; a second application gives $\varepsilon_y=z^2-x^2$. Expansion in the original pair yields
\begin{align}
\varepsilon_x&=-\tfrac{\sqrt3}2\theta-\tfrac12\varepsilon, &
\varepsilon_y&=\tfrac{\sqrt3}2\theta-\tfrac12\varepsilon,\\
\theta_x&=-\tfrac12\theta+\tfrac{\sqrt3}2\varepsilon, &
\theta_y&=-\tfrac12\theta-\tfrac{\sqrt3}2\varepsilon .
\end{align}
For the first entry, $-\tfrac12(2z^2-x^2-y^2)-\tfrac12(x^2-y^2)=y^2-z^2$; the others follow in the same way. The partners are $T_{2x}=t_{1x}\varepsilon_x$, $T_{1x}=t_{1x}\theta_x$, and likewise for $y$.

These labels need to be checked on generators of the group. The cyclic rotation is satisfied by construction. The second generator is the operation $S_4$ about $z$, with $\mathbf e_x\to\mathbf e_y$, $\mathbf e_y\to-\mathbf e_x$, $\mathbf e_z\to-\mathbf e_z$ and determinant $-1$. It acts as
\begin{align}
&t_{1x}\to-t_{1y},\quad t_{1y}\to t_{1x},\quad t_{1z}\to t_{1z},\\
&\varepsilon_x\to-\varepsilon_y,\quad \varepsilon_y\to-\varepsilon_x,\quad \varepsilon\to-\varepsilon,\\
&\theta_x\to\theta_y,\quad \theta_y\to\theta_x,\quad \theta\to\theta .
\end{align}
Multiplication gives
\begin{align}
&T_{2x}\to T_{2y},\quad T_{2y}\to-T_{2x},\quad T_{2z}\to-T_{2z},\label{eq:s4a}\\
&T_{1x}\to-T_{1y},\quad T_{1y}\to T_{1x},\quad T_{1z}\to T_{1z}.\label{eq:s4b}
\end{align}
The first line is the behaviour of $(x,y,z)$, the second that of an axial vector. As permutations of the ligands the generators are a 3-cycle and a 4-cycle, which generate all 24 permutations, so the labels hold for the whole group.

\section{The selection rule}

The operator $\mathbf r=\sum_k\mathbf r_k$ is the electronic dipole divided by the electron charge. An integral is unchanged when a symmetry operation acts on everything in it. Consider $T_{1z}$.
\begin{itemize}
\item Under $S_4$ about $z$, $T_{1z}$ is even and $z$ is odd. Hence $\langle T_{1z}|z|0\rangle=-\langle T_{1z}|z|0\rangle=0$.
\item Under $C_2=S_4^2$, $T_{1z}$ is even while $x$ and $y$ are odd, so these two components vanish as well.
\end{itemize}
Cyclic rotation carries the result to $T_{1x}$ and $T_{1y}$. The entire $T_1$ level is dark.

For $T_{2z}$ the operation $S_4$ gives two minus signs in the $z$ integral, which may survive. $C_2$ still removes $x$ and $y$. With cyclic rotation,
\begin{equation}
\langle T_{2j}|r_k|0\rangle=\mu\,\delta_{jk}.
\end{equation}
The argument uses only the symmetry labels. It therefore holds for correlated wavefunctions too: mixing with other configurations, such as $t_1\to t_2$, occurs within one label and cannot brighten ${}^1T_1$ while the stated assumptions hold. Such configurations do add further ${}^1T_2$ levels to the full spectrum, so the count applies to this configuration alone. They also redistribute the allowed intensity. In a single-excitation (CIS) calculation of TiCl$_4$ in the small LANL2DZ basis at a bond length of 2.17~\AA, the isolated $t_1\to e$ configuration has a length-form oscillator strength of about 0.9, whereas the lowest allowed level of the full singles space has about 0.03 and a $t_1\to e$ weight near 40\%. These values are indicative only, but they show that the one-configuration intensity derived below is not an estimate for the observed band.

In the one-configuration description the value of $\mu$ follows from equation~\eqref{eq:singlet}. Each spin term contributes the same orbital integral, hence
\begin{equation}
\mu=\frac{1}{\sqrt2}(D+D)=\sqrt2\,D,\qquad D=\langle t_{1z}|z|e_\varepsilon\rangle .
\end{equation}
In the triplet with zero spin projection the two terms have opposite signs and cancel; the other triplet components differ from the ground state in spin projection. Both triplets are spin-forbidden.

\section{Where the allowed intensity comes from}

Symmetry permits $D\neq0$ but does not supply its size. Let $L_m$ be the normalized ligand $e$ orbital, $S=\langle d_m|L_m\rangle>0$, and
\begin{equation}
e_m=\frac{d_m-\lambda L_m}{N},\qquad N^2=1+\lambda^2-2\lambda S .
\label{eq:emix}
\end{equation}
For positive $\lambda$ the metal and ligand parts enter with antibonding sign. The orthogonal partner built from the same two functions is proportional to $L_m+c\,d_m$ with $c=(\lambda-S)/(1-\lambda S)$, so it is bonding only for $\lambda>S$.

Consider first ligand orbitals so compact that different ligands do not overlap. On ligand $L$ write $z=Rn_{Lz}+s_z$. The local part $s_z$ is odd about the ligand and the product of two $p$ functions is even, so its integral vanishes. What remains is
\begin{align}
\langle t_{1z}|z|L_\varepsilon\rangle
&=R\sum_L n_{Lz}\,\mathbf v_L^z\cdot\mathbf u_L^\varepsilon
=R\sum_L n_z\,\tfrac38(-n_yn_x-n_xn_y)\nonumber\\
&=-\tfrac34R\sum_Ln_xn_yn_z=-\tfrac34R\,\frac4{3\sqrt3}=-\frac R{\sqrt3}.
\label{eq:compact}
\end{align}
For $\theta$ the scalar product is proportional to $n_xn_y-n_xn_y=0$ on each ligand, in accordance with the dark $T_{1z}$. The ligand admixture in the metal-centred orbital thus contributes $+\lambda R/(\sqrt3\,N)$ to $D$, with the bond length as lever arm. This partition belongs to the length form of the dipole operator. The metal term $\langle t_{1z}|z|d_\varepsilon\rangle/N$, which arises from metal--ligand overlap, enters with its own sign and can oppose the ligand term.

\section{Energies of the two levels}

In the space of single excitations from a closed-shell Hartree--Fock reference, let $\Delta$ be the Hartree--Fock orbital gap (a Kohn--Sham gap from a local or semilocal functional cannot be inserted in these formulas), $J=(ii|aa)$ and $K=(ia|ia)$. The energy of orbital $a$ includes the repulsion $J-K$ from the same-spin electron in $i$. That electron is the one removed, so a single spin-conserving excitation costs $\Delta-J+K$. The spin-up and spin-down excitations are coupled by $K$, because the exchange part of that coupling vanishes on spin integration. Their sum and difference give
\begin{equation}
E_{\rm singlet}=\Delta-J+2K,\qquad E_{\rm triplet}=\Delta-J .
\label{eq:energies}
\end{equation}
Between different products the singlet matrix has elements $\Delta\,\delta_{ij}\delta_{ab}+2(ia|jb)-(ij|ab)$. Since $T_1$ and $T_2$ occur once each, this matrix is a constant on each level. By equation~\eqref{eq:zstates} the constants are diagonal elements: the pair $(t_{1z},\varepsilon)$ gives $T_2$ and $(t_{1z},\theta)$ gives $T_1$.

\section{Worked example}

The model has round parameters and is not a calculation of TiCl$_4$. It uses $R=4$~bohr, one Gaussian $d$ shell on the centre and one Gaussian $p$ shell on each ligand, all with exponent $0.4$~bohr$^{-2}$, $\lambda=0.4$ and $\Delta=0.45$~hartree. Orbital relaxation, other configurations and further correlation are left out. The $6\times6$ excitation matrices were diagonalized without imposing symmetry; the tests confirm two threefold levels and the energies of equation~\eqref{eq:energies}. The complete values are in the numerical output.

For the singlets, in hartree,
\begin{align}
E({}^1T_2)&=0.4500-0.2418+2(0.0111)=0.2305,\\
E({}^1T_1)&=0.4500-0.2373+2(0.0011)=0.2150,
\end{align}
where the last digits come from the unrounded integrals. These are the 6.27 and 5.85~eV of the opening. The exchange terms raise $T_2$ relative to $T_1$ by 0.0200~hartree, and the Coulomb terms lower it by 0.0045~hartree, leaving a splitting of 0.0155~hartree. Without exchange the order is reversed: the triplets lie at 0.2082 ($T_2$) and 0.2127~hartree ($T_1$). Symmetry fixes which level absorbs, not which lies higher.

The overlap $S=0.1683$ gives $N=1.0126$. Equation~\eqref{eq:compact} predicts a ligand contribution
\begin{equation}
-\frac{\lambda}{N}\left(-\frac R{\sqrt3}\right)=\frac{0.4\times2.3094}{1.0126}=0.912\ \text{bohr},
\end{equation}
which agrees with the full integral to this precision. The metal contribution is $-0.192$~bohr, so
\begin{equation}
D=0.912-0.192=0.720\ \text{bohr},\qquad \mu=\sqrt2\,D=1.018\ \text{bohr}.
\end{equation}
The oscillator strength of the level is $\tfrac23E$ times the sum of squared moments. Three states contribute $2D^2$ each:
\begin{equation}
f=\tfrac23E\,(3\cdot2D^2)=4ED^2=4(0.2305)(0.720)^2=0.478 .
\end{equation}

The opposite signs of the two contributions have a consequence. With the functions $d_m$ and $L_m$ held fixed, the ligand part is proportional to $\lambda$ and the metal part is not, apart from the common factor $1/N$. They cancel at
\begin{equation}
\lambda_0=0.4\times\frac{0.192}{0.912}=0.084 .
\end{equation}
There the length-form moment of the allowed $T_2$ level vanishes. This zero depends on the parameters and on the form of the operator. With $\nabla$ in place of $\mathbf r$ the same-ligand term vanishes by local parity and the metal--ligand term dominates; the velocity-form oscillator strength is 0.46 at $\lambda_0$ and 0.40 at $\lambda=0.4$. The two forms need agree only for eigenstates of a Hamiltonian with a local potential, which these model states are not. The $T_1$ zero holds in both forms and for all parameters. At $\lambda=0$ the integral is $-0.192\times1.0126=-0.195$~bohr, so the metal function alone gives a nonzero moment through its overlap with the ligands. Both values of $\lambda$ lie below $S=0.168$. They show how the two terms compete, but neither describes the antibonding partner of an occupied bonding $e$ orbital.

\section{Where the forbidden level can appear}

\subsection{Magnetic-dipole absorption}

The operator $\mathbf r\times\nabla$, proportional to orbital angular momentum, is an axial vector and belongs to $T_1$. It can connect the ground state to ${}^1T_1$. In the compact-ligand limit the part of $\mathbf r\times\nabla$ containing the ligand position vanishes by local parity. The local part acts on a $p$ function $\mathbf u\cdot\mathbf s$ as
\begin{equation}
(\mathbf s\times\nabla)_z(\mathbf u\cdot\mathbf s)=s_xu_y-s_yu_x=-(\mathbf e_z\times\mathbf u)\cdot\mathbf s .
\end{equation}
With $\mathbf e_z\times\mathbf u^\theta=(n_y,-n_x,0)/\sqrt8$,
\begin{equation}
\langle t_{1z}|(\mathbf r\times\nabla)_z|L_\theta\rangle
=\frac{\sqrt3}8\sum_L(n_x^2+n_y^2)=\frac{\sqrt3}8\cdot\frac83=\frac1{\sqrt3}.
\end{equation}
The axially symmetric $d_\theta$ contributes nothing to this component. The compact estimate of the total squared strength is therefore $6(\lambda/N)^2/3=0.312$. The full integrals give 0.307; the difference of about 2\% relative to the full value comes from interligand terms, the only ones omitted. The same strength vanishes for ${}^1T_2$ when the origin is at the metal.

\subsection{Vibrations and distortion}

A displacement $Q$ can give ${}^1T_1$ a dipole amplitude linear in $Q$ if its representation occurs in
\begin{equation}
T_1\otimes T_2=A_2+E+T_1+T_2 .
\end{equation}
The fifteen nuclear displacements have characters $(15,0,-1,-1,3)$. Removing translations ($T_2$) and rotations ($T_1$) leaves $(9,0,1,-1,3)$, which reduces to $A_1+E+2T_2$. The $e$ and $t_2$ vibrations can therefore lend intensity; the totally symmetric one cannot.

A static example stretches all $z$ coordinates by 1.05 and scales $x$ and $y$ by $1.05^{-1/2}$. This $D_{2d}$ structure keeps $S_4$ about $z$ and $C_2$ about $x$. By equations~\eqref{eq:s4a} and~\eqref{eq:s4b}, the pair $(T_{1x},-T_{1y})$ now transforms exactly like $(T_{2x},T_{2y})$. The two pairs can therefore mix, and the first pair can also have a transition moment of its own before any mixing. $T_{1z}$ remains dark, since $S_4$ and its square still forbid all three components. The model keeps $\lambda$, the ligand $p$ directions and a single gap $\Delta$ for all six orbital pairs, although a real distortion would also split the orbital energies. With this simplification the three weakest singlets acquire a summed squared moment of $3.8\times10^{-4}$~bohr$^2$. Relative to the undistorted $T_2$ total, $6D^2=3.11$~bohr$^2$, this is about $1.2\times10^{-4}$. The number shows only that the strict zero is lifted; its size is set by the simplification. Splitting the $\theta$ and $\varepsilon$ orbital energies by 0.005~hartree raises the sum to $2.6\times10^{-2}$ or $6.6\times10^{-2}$~bohr$^2$, depending on the sign of the splitting.

\subsection{Spin--orbit coupling}

Spin--orbit coupling removes the separate spin and spatial labels. The three triplet spin functions transform as $T_1$, so ${}^3T_1$ and ${}^3T_2$ give $T_1\otimes T_1$ and $T_1\otimes T_2$. Both products contain $T_2$, and those components can borrow intensity from singlets. The level ${}^1T_1$ itself keeps the total label $T_1$ and stays electric-dipole forbidden at the undistorted geometry.

\section{Points for implementation}

\begin{enumerate}
\item Sum intensities over all three members of a level. A diagonalization may return any rotation among degenerate states, and single-state moments then have no fixed direction.
\item Identify a level by projecting its eigenvectors on the explicit $T_1$ and $T_2$ states, not by energy order or by brightness. The order depends on $J$ and $K$, and an allowed length-form moment can be reduced when its metal and ligand parts have opposite signs.
\item Keep the relative signs of $\theta$ and $\varepsilon$ the same in the orbitals and in the coupling coefficients. Reversing one of them mixes $T_{1x}$ with $T_{2x}$ and $T_{1y}$ with $T_{2y}$.
\item If $T_1$ shows an electric-dipole strength above rounding error, examine the geometry, the integration grid and the orbital degeneracy for broken symmetry before giving it a physical meaning.
\item Evaluate magnetic moments about the metal. A shift of origin adds a term in $\nabla$, which is a polar vector: it leaves ${}^1T_1$ unchanged but can give ${}^1T_2$ an apparent magnetic strength.
\end{enumerate}

\section*{Computed values}
\begin{verbatim}
Number of Td operations: 24
Ligand p orbitals: A1 + E + T1 + 2T2
Metal s, p and d orbitals: A1 + E + 2T2
T1 x E characters (E, C3, C2, S4, sigma_d): [6, 0, -2, 0, 0]
T1 x E: T1 + T2
MX4 vibrations: A1 + E + 2T2
T1 x T2: A2 + E + T1 + T2
Model M-X distance: 4.00 bohr
Model d and p Gaussian exponent: 0.40 bohr^-2
Model ligand mixing coefficient before normalization: 0.40
Model orbital gap: 0.4500 hartree
Metal e / ligand e overlap: 0.16827 (no unit)
J for T2: 0.241783 hartree
K for T2: 0.011136 hartree
Singlet T2 energy: 0.230489 hartree
Singlet T2 energy: 6.2719 eV
Triplet T2 energy: 0.208217 hartree
J for T1: 0.237281 hartree
K for T1: 0.001127 hartree
Singlet T1 energy: 0.214973 hartree
Singlet T1 energy: 5.8497 eV
Triplet T1 energy: 0.212719 hartree
Metal part of <t1_z|z|e_eps>: -0.19221 bohr
Ligand part of <t1_z|z|e_eps>: 0.91226 bohr
Total <t1_z|z|e_eps>: 0.72005 bohr
Singlet T2_z transition moment: 1.01831 e bohr (abs. charge)
Total oscillator strength of singlet T2: 0.478010 (no unit)
Total oscillator strength of singlet T1: 0.000000 (no unit)
Total |r x grad|^2 strength of singlet T1: 0.306582 (no unit)
Compact-ligand <t1_z|z|L_eps>: -2.309401 bohr
Compact-ligand |<t1_z|(r x grad)_z|L_theta>|: 0.577350 (no unit)
Control z scale factor: 1.050 (no unit)
Control dipole strength, three weakest states: 3.814247e-04 bohr^2
\end{verbatim}
